\section*{Interface conductance from the cooling time of a thin copper film}

\section*{Problem}

A copper film of thickness $d=80$~nm lies on a substrate. A short pulse warms it uniformly by a few kelvin above the substrate temperature, which is near 300~K. The excess temperature then decays exponentially with time constant $\tau=2.76$~ns. The volumetric heat capacity of the film is $C=3.45\times10^{6}$~J/(m$^3$\,K). Assume that the substrate surface is held at its initial temperature and that the top of the film loses no heat.

\begin{enumerate}
\item[(a)] Treat the film as isothermal and find the interface conductance.
\item[(b)] Find the Biot number of the film. Take a film resistivity $\rho=3.5$~$\mu\Omega$\,cm and a lattice thermal conductivity $k_l=10$~W/(m\,K), both rough typical values.
\item[(c)] The check in (b) uses a conductance that was obtained by assuming what is being checked. Remove this circularity and correct the conductance for the temperature variation inside the film.
\item[(d)] Suppose that the substrate can warm up, with conductivity $k_s=100$~W/(m\,K) and heat capacity $C_s=2.0\times10^{6}$~J/(m$^3$\,K). How far would the method of (a) be wrong?
\item[(e)] Electrons carry most of the heat in copper. Suppose that only the lattice passes heat to the substrate. What does the measured conductance then contain?
\end{enumerate}

\section*{Solution}

\subsection*{(a) The isothermal film}

Let $T$ be the temperature rise above the initial substrate temperature. The interface conductance $G$ is defined by the heat flux $J=G\,\Delta T$, where $\Delta T$ is the temperature jump across the interface. With the substrate surface at zero rise, $\Delta T=T$. Per unit area the film stores the heat $CdT$, so energy conservation gives
\begin{equation}
Cd\,\frac{dT}{dt}=-GT .
\end{equation}
The minus sign says that a warm film loses heat. For constant $C$ and $G$, which a small temperature rise justifies, separating variables and integrating from $T_0$ at $t=0$ gives
\begin{equation}
\ln\frac{T}{T_0}=-\frac{G}{Cd}\,t,\qquad T=T_0e^{-t/\tau},\qquad \tau=\frac{Cd}{G}.
\end{equation}
The conductance inferred in this way is called $G_0$:
\begin{equation}
G_0=\frac{Cd}{\tau}
=\frac{(3.45\times10^{6})(80\times10^{-9})}{2.76\times10^{-9}}
=\frac{0.276}{2.76\times10^{-9}}
=1.00\times10^{8}\ \frac{\mathrm{W}}{\mathrm{m^2\,K}},
\end{equation}
or 100~MW/(m$^2$\,K). The initial temperature rise is not needed, because it cancels from the slope of $\ln T$.

\subsection*{(b) The Biot number}

The Biot number compares the thermal resistance of the film, $d/k$, with that of the interface, $1/G$. The electronic part of $k$ follows from the resistivity through the Wiedemann--Franz law, with the free-electron Lorenz number $L_0=(\pi^2/3)(k_B/e)^2=2.443\times10^{-8}$~W\,$\Omega$/K$^2$:
\begin{equation}
k_e=\frac{L_0\Theta}{\rho}
=\frac{(2.443\times10^{-8})(300)}{3.5\times10^{-8}}
=209\ \frac{\mathrm{W}}{\mathrm{m\,K}},
\end{equation}
where $\Theta$ is the absolute temperature. Adding the lattice part gives $k=k_e+k_l=219$~W/(m\,K), and
\begin{equation}
B_0=\frac{G_0d}{k}=\frac{(1.00\times10^{8})(80\times10^{-9})}{219}=0.036 .
\end{equation}
This is small, so most of the temperature difference lies across the interface. Substituting $G_0=Cd/\tau$ shows a second meaning,
\begin{equation}
B_0=\frac{d^2C/k}{\tau}=\frac{0.10\ \mathrm{ns}}{2.76\ \mathrm{ns}} .
\end{equation}
Heat diffuses across the film in a time much shorter than the cooling time.

\subsection*{(c) Removing the circularity}

Let $z$ run from the top of the film, $z=0$, to the interface, $z=d$. Inside the film
\begin{equation}
C\frac{\partial T}{\partial t}=k\frac{\partial^2T}{\partial z^2},\qquad
\frac{\partial T}{\partial z}\Big|_{0}=0,\qquad
-k\frac{\partial T}{\partial z}\Big|_{d}=G\,T(d,t).
\end{equation}
The trial solution $T\propto\cos(xz/d)\,e^{-t/\tau}$ satisfies the condition at the top. The heat equation then requires $C/\tau=kx^2/d^2$, and the condition at the interface requires $(kx/d)\sin x=G\cos x$. Hence
\begin{equation}
x^2=\frac{d^2C}{k\tau}=B_0,\qquad G=\frac{k}{d}\,x\tan x .
\label{eq:mode}
\end{equation}
As $x$ goes from 0 to $\pi/2$, $x\tan x$ rises from 0 to infinity. There is therefore one root in this interval for every positive $G$, and it belongs to the slowest mode. Since $G_0=Cd/\tau=kx^2/d$, dividing gives
\begin{equation}
G=G_0\,\frac{\tan x}{x},\qquad x=\sqrt{B_0}.
\end{equation}
This relation does not assume an isothermal film; it needs only the measured $\tau$ of the slowest mode and the film's $d$, $C$ and $k$. For small $x$, $\tan x/x\simeq1+x^2/3$, so to first order in $B_0$
\begin{equation}
\frac1G\simeq\frac1{G_0}\Big(1-\frac{B_0}{3}\Big)=\frac1{G_0}-\frac{d}{3k}.
\end{equation}
The measured resistance $1/G_0$ includes one third of $d/k$. To this order heat is released uniformly in the film, so the flux grows as $Jz/d$ and $T(z)-T(d)=J(d^2-z^2)/(2kd)$. The average of this over the film is $Jd/(3k)$, which gives the factor one third.

Here $x=0.191$ and $G=1.012\times10^{8}$~W/(m$^2$\,K), which is 1.2\% above $G_0$. The interface side of the film is cooler than the top by the fraction $1-\cos x=1.8\%$ of the top's temperature rise. A numerical solution of the heat equation from a uniform start, with this corrected $G$, keeps the mean film temperature within $3\times10^{-5}\,T_0$ of $T_0e^{-t/\tau}$ over the first four decay times.

Two conclusions follow about the check itself. First, the exponential form of the cooling at late times is no evidence for a small Biot number, because once the faster modes have died out the decay is exponential for every $G$. In the shape of the curve only the early part, where a uniform start also excites the faster modes, reflects the Biot number, and only weakly: for $Gd/k=1$ the faster modes carry 1.4\% of the initial mean rise. The late slope, by contrast, gives $B_0$ once $k$ is known, and with it the true Biot number through Eq.~(\ref{eq:mode}). Secondly, $x<\pi/2$ implies
\begin{equation}
B_0<\frac{\pi^2}{4}\approx2.47,
\end{equation}
however large the true Biot number $B=Gd/k$ may be. For $B=1$, 10 and 100 the apparent value $B_0$ is 0.74, 2.04 and 2.42, while $G_0/G$ falls to 0.74, 0.20 and 0.024. An apparent value of order one is thus already a warning. In the limit of large $B$ the decay time is set by diffusion in the film and hardly depends on the interface. A small $B_0$, on the other hand, does imply a small $B$, since $B=x\tan x$ and $x^2=B_0$.

\subsection*{(d) A substrate that warms up}

Since the film is nearly isothermal, give it one temperature $T(t)$, and let $T_s(t)$ be the rise of the substrate surface. Denote Laplace transforms by a hat and the transform variable by $s$. In a deep substrate, initially at zero rise, the transformed heat equation is $C_ss\hat T=k_s\hat T''$. Its decaying solution has the decay constant $\sqrt{sC_s/k_s}$, so the flux entering the substrate is
\begin{equation}
\hat J=k_s\sqrt{\frac{sC_s}{k_s}}\,\hat T_s=e_s\sqrt s\,\hat T_s,\qquad e_s=\sqrt{k_sC_s}.
\end{equation}
The quantity $e_s$ is the thermal effusivity. The interface obeys $\hat J=G(\hat T-\hat T_s)$. Eliminating $\hat T_s$ puts two resistances in series, and the film loses what the substrate gains:
\begin{equation}
\hat T=\hat J\Big(\frac1G+\frac1{e_s\sqrt s}\Big),\qquad
Cd\,(s\hat T-T_0)=-\hat J .
\end{equation}
Measure time in units of $Cd/G$, so that $p=sCd/G$, and put $r=\sqrt p$ and $b=\sqrt{GCd}/e_s$. Then $G/(e_s\sqrt s)=b/r$, and the transform of $T/T_0$ in the new time unit is
\begin{equation}
F(p)=\frac{1}{r^2+\dfrac{r}{r+b}}=\frac{r+b}{r\,(r^2+br+1)} .
\end{equation}
Let $r_1,r_2$ be the roots of $r^2+br+1=0$. Because $r_1+r_2=-b$, partial fractions give
\begin{equation}
F=\frac{1}{r_1-r_2}\left[\frac{r_1}{r(r-r_2)}-\frac{r_2}{r(r-r_1)}\right].
\end{equation}
To invert, consider $f(t)=e^{a^2t}\,\mathrm{erfc}(a\sqrt t)$, which obeys $f'=a^2f-a/\sqrt{\pi t}$ and $f(0)=1$. Its transform $\hat f$ satisfies $p\hat f-1=a^2\hat f-a/\sqrt p$, so $\hat f=1/[\sqrt p(\sqrt p+a)]$. With $a=-r_1$ or $-r_2$, $\mathrm{erfcx}(y)=e^{y^2}\mathrm{erfc}(y)$ and $u=\sqrt{Gt/(Cd)}$,
\begin{equation}
\frac{T}{T_0}=\frac{r_1\,\mathrm{erfcx}(-r_2u)-r_2\,\mathrm{erfcx}(-r_1u)}{r_1-r_2}.
\label{eq:half}
\end{equation}
For $b\to0$ the roots are $\pm i$. Since $\mathrm{erfc}(y)+\mathrm{erfc}(-y)=2$, the result becomes $e^{-u^2}=e^{-Gt/(Cd)}$, as in (a). During about the first decay time the substrate surface therefore stays cold compared with the film if $e_s\gg\sqrt{GCd}$. The condition is demanding: for $b=0.1$ the surface rise at $t=Cd/G$ is already 14\% of that of the film. As the film cools further, the rise of the surface becomes less and less negligible beside that of the film, and the heat stored in the substrate leaves a slow tail in $T$, which falls only as $t^{-1/2}$ and in the end exceeds the exponential for any finite $e_s$.

The given substrate has $e_s=1.41\times10^{4}$~J/(m$^2$\,K\,s$^{1/2}$), so $b=0.37$ for $G=G_0$, which is not very small. Equation~(\ref{eq:half}) then gives the following.
\begin{itemize}
\item With the true conductance fixed at $1.00\times10^{8}$~W/(m$^2$\,K), the fall to $1/e$ takes 4.00~ns instead of 2.76~ns. The isothermal formula applied to this time would give $0.69\times10^{8}$~W/(m$^2$\,K), which is 31\% below the true value.
\item If instead the fall to $1/e$ is observed at 2.76~ns, the true conductance must be $1.61\times10^{8}$~W/(m$^2$\,K).
\end{itemize}
The shape of the curve reveals the fault. In the first case the next fall by a factor $e$ takes 8.33~ns, about twice as long as the first, whereas a cold substrate would make the two times equal. A single exponential over several decay times therefore speaks against this kind of heating in a deep, uniform substrate, although the exponential form of its late part says nothing about the Biot number. It does not prove that the substrate surface stays cold. A thin, poorly conducting layer on an ideal heat sink stores little heat and acts as a resistance in series with $1/G$. The decay is then still nearly exponential, but $Cd/\tau$ is the conductance of the interface and the layer together. For 10~nm of an oxide with conductivity 1.4~W/(m\,K), the layer adds $7\times10^{-9}$~m$^2$\,K/W, about 70\% of $1/G_0$. On a real substrate the heating found above remains. With $G=G_0$ and this layer, the first two falls by a factor $e$ both take about 4.7~ns on an ideal sink, but about 5.0 and 5.7~ns on diamond and 6.1 and 10~ns on silicon.

\subsection*{(e) Electrons and lattice}

Let $T_e$ and $T_l$ be the electron and lattice temperature rises, $\delta=T_e-T_l$, and $g$ the heat exchanged per volume, time and kelvin. The free-electron heat capacity, $2.1\times10^{4}$~J/(m$^3$\,K), is under 1\% of $C$, so nearly all the heat is released by the lattice. To first order this release is uniform, at the rate $J/d$ per volume:
\begin{equation}
k_eT_e''=g\delta,\qquad k_lT_l''=-g\delta-\frac Jd .
\end{equation}
Dividing by the conductivities and subtracting gives
\begin{equation}
\delta''=\frac{\delta}{L^2}+\frac{J}{k_ld},\qquad
\frac1{L^2}=g\Big(\frac1{k_e}+\frac1{k_l}\Big).
\end{equation}
No heat crosses the top, so $\delta'(0)=0$. At the interface $T_e'=0$ and $-k_lT_l'=J$, so $\delta'(d)=J/k_l$. The solution is
\begin{equation}
\delta(z)=\frac{JL}{k_l}\left[\frac{\cosh(z/L)}{\sinh(d/L)}-\frac Ld\right],
\end{equation}
whose average over the film is zero. The weighted temperature $M=(k_eT_e+k_lT_l)/k$ obeys $kM''=-J/d$ with $M'(0)=0$. Hence $M(z)-M(d)=J(d^2-z^2)/(2kd)$, with average $Jd/(3k)$. Since $T_l=M-(k_e/k)\delta$, the average of $T_l$ exceeds $T_l(d)=J/G$ by $Jd/(3k)+(k_e/k)\delta(d)$. Dividing the average temperature by $J$ gives the total resistance
\begin{equation}
\frac{\tau}{Cd}\simeq\frac1G+\frac d{3k}+R_{el},\qquad
R_{el}=\frac{k_e}{k}\frac{L}{k_l}\Big(\coth\frac dL-\frac Ld\Big).
\end{equation}
With the rough value $g=10^{17}$~W/(m$^3$\,K), $L=9.8$~nm and $R_{el}=8.2\times10^{-10}$~m$^2$\,K/W, which is 8\% of $1/G_0$. Physically, heat travels through the film mainly in the electrons and must return to the lattice within about $L$ of the interface. Solving the time-dependent two-temperature equations numerically with $G=G_0$ gives $\tau=3.021$~ns, against 3.019~ns from the formula. To recover 2.76~ns, the lattice conductance of the interface itself must be $1.10\times10^{8}$~W/(m$^2$\,K). This figure is only as good as the rough inputs: halving or doubling $k_l$ gives $1.16\times10^{8}$ or $1.07\times10^{8}$~W/(m$^2$\,K), and $g=5.5\times10^{16}$~W/(m$^3$\,K) gives $1.13\times10^{8}$~W/(m$^2$\,K). If only the lattice passes heat to the substrate, the measured $G_0$ is thus an effective value that includes this resistance.

\subsection*{How far the answer can be used}

The inferred conductance lies within the rough range of tens to a few hundred MW/(m$^2$\,K) for metal--dielectric interfaces near room temperature, and the assumed resistivity is about twice that of bulk copper, which is reasonable for a thin film. Two smaller effects can be sized. With the free-electron heat capacity $c_e$ and the Fermi velocity $v_F$, the electron mean free path is estimated as $3k_e/(c_ev_F)=19$~nm. This is not negligible beside 80~nm, so Fourier's law is approximate in the film; it even exceeds the length $L$ of (e). The resistance of fully ballistic electrons, $4/(c_ev_F)$, is 1.2\% of $1/G_0$; it sets a scale for the effect and is not the correction itself. In (e) the correction is smaller still, because for $k_e\gg k_l$ the resistance $R_{el}$ is governed by $1/\sqrt{gk_l}$ and depends little on $k_e$. Black-body radiation from the top would add at most about 6~W/(m$^2$\,K), which is negligible. The assumption most at risk is the cold substrate, which even good conductors do not provide on this time scale. With typical bulk data and $G=G_0$, $b$ is about 0.09 for diamond, 0.34 for silicon and 0.5 for sapphire, and the method of (a) applied to the first fall to $1/e$ reads $G$ too low by about 8\%, 28\% and 40\%. An amorphous dielectric conducts heat roughly a hundred times less well than the substrate in (d). At similar heat capacity and the same $G$, its effusivity is ten times smaller and $b$ is near 4, so the dielectric, and not the interface, then dominates the cooling. The value $1.0\times10^{8}$~W/(m$^2$\,K) answers the problem as posed; for a real sample it stands only if the substrate surface has been shown to stay cold. The numerical output below lists the values used.

\section*{Table of computed values}
\begin{verbatim}
film thickness d = 80 nm
heat capacity C = 3.450e+06 J/(m^3 K)
decay time tau = 2.76 ns
heat capacity per area C d = 0.276 J/(m^2 K)
lumped conductance G0 = 1.0000e+08 W/(m^2 K)
  the same = 100.0 MW/(m^2 K)
temperature = 300 K
film resistivity (rough) = 3.5 microohm cm
Lorenz number = 2.443e-08 W ohm/K^2
electronic conductivity = 209.4 W/(m K)
lattice conductivity (rough) = 10 W/(m K)
film conductivity k = 219.4 W/(m K)
Biot number B0 = 0.0365 (no unit)
diffusion time d^2 C/k = 0.1006 ns
length k/G0 = 2194 nm
x = sqrt(B0) = 0.1910 rad
exact-inversion G = 1.0123e+08 W/(m^2 K)
first-order corrected G = 1.0123e+08 W/(m^2 K)
correction G/G0 - 1 = 1.23 %
top-to-interface drop 1 - cos x = 1.82 %
largest curve deviation from exponential = 2.8e-05 of T0
upper bound of B0, pi^2/4 = 2.467
true Biot 0.01: apparent 0.0100, G0/G 0.9967
true Biot 0.1: apparent 0.0968, G0/G 0.9675
true Biot 1: apparent 0.7402, G0/G 0.7402
true Biot 10: apparent 2.0417, G0/G 0.2042
true Biot 100: apparent 2.4188, G0/G 0.0242
substrate conductivity (chosen) = 100 W/(m K)
substrate heat capacity (chosen) = 2.0e+06 J/(m^3 K)
substrate effusivity = 1.414e+04 J/(m^2 K s^0.5)
substrate heating parameter b = 0.371 (no unit)
warming substrate, G = G0: fall to 1/e takes 4.00 ns
  next fall by 1/e takes 8.33 ns
  lumped G read from first fall = 6.896e+07 W/(m^2 K)
  G needed for 1/e at tau = 1.614e+08 W/(m^2 K)
electron-lattice coupling (rough) = 1e+17 W/(m^3 K)
electron-lattice length L = 9.77 nm
electron-lattice resistance = 8.19e-10 m^2 K/W
  share of 1/G0 = 8.2 %
two-temperature decay time at G0 = 3.021 ns
  first-order formula gives 3.019 ns
lattice-only interface G for tau = 1.105e+08 W/(m^2 K)
lattice constant (rough) = 0.361 nm
free-electron heat capacity = 2.12e+04 J/(m^3 K)
electron relaxation time c_el/g = 0.21 ps
Fermi velocity = 1.57e+06 m/s
electron mean free path in film = 18.8 nm
ballistic resistance share of 1/G0 = 1.20 %
black-body radiation conductance = 6.12 W/(m^2 K)
\end{verbatim}
